# Why randomly placed electrons and holes annihilate more slowly than inverse time

A flash of light leaves equal densities of mobile electrons and holes in a thick layer. Suppose that they wander by diffusion, exert no forces on one another, and disappear in pairs when they meet. If the species stay mixed, each carrier meets partners at a rate proportional to their density, and the density falls as $1/t$. If the starting positions are random and independent, this law eventually fails in three dimensions and the density falls as $t^{-3/4}$. The reaction does not become weaker at contact. The partners are in the wrong places.

## The mixed state

Let $a$ and $b$ be the electron and hole densities, both with mean $n(t)$ and initial mean $n_0$. Both species have diffusion constant $D$ and react at separation $R$. There are no traps and no generation after $t=0$.

Seen from one electron, holes diffuse with constant $2D$ towards an absorbing sphere of radius $R$. The steady profile that vanishes at $R$ and tends to $n$ far away is $n(1-R/r)$, with slope $n/R$ at the surface. The capture rate is therefore

$$4\pi R^2\,(2D)\,\frac{n}{R}=kn,\qquad k=8\pi DR .$$

This needs $t\gg R^2/D$ and $nR^3\ll1$. Mean field puts the same $n$ around every electron:

$$\frac{dn}{dt}=-kn^2\;\Rightarrow\;\frac1n=\frac1{n_0}+kt\;\Rightarrow\; n=\frac{n_0}{1+kn_0t}\to\frac1{kt}.$$

The assumption to question is that every electron sees the mean hole density.

## What annihilation cannot remove

Each event removes one electron and one hole, so it leaves the difference $\delta=a-b$ unchanged. A region that starts with more electrons than holes can lose its surplus only by transport.

For discrete particles this can be made precise on a lattice where partners annihilate on the same site. Let $A_x,B_x$ be the numbers on site $x$, and $P_t(x,y)$ the probability that a walker goes from $y$ to $x$ in time $t$. After each annihilation, let the pair continue as two ghosts that move together. Each original particle, ghost or not, then performs an ordinary walk, and the ghosts cancel in the difference. Hence, averaged over the walks at given initial positions,

$$\bar\delta_x(t)\equiv E[A_x-B_x\,|\,\text{initial}]=\sum_yP_t(x,y)\,[A_y(0)-B_y(0)].$$

The ghosts can move together because both species have the same law of motion; this is where equal $D$ enters. With a finite contact radius the partners vanish up to $R$ apart, a small displacement that I neglect on lengths much larger than $R$.

Independent random positions have Poisson counts, whose variance equals their mean. The two species add their variances, so the initial difference is white noise of strength $2n_0$. Diffusion smooths it with the kernel $G_t(r)=(4\pi Dt)^{-3/2}e^{-r^2/4Dt}$. Since $G_t$ convolved with itself is $G_{2t}$,

$$\sigma^2\equiv\langle\bar\delta^2\rangle=2n_0\int G_t^2\,d^3r=2n_0G_{2t}(0)=2n_0(8\pi Dt)^{-3/2}.$$

In words, a volume $V=(8\pi Dt)^{3/2}$ began with about $n_0V$ of each species and an imbalance of about $\sqrt{2n_0V}$, which gives the density $\sqrt{2n_0/V}$. When $n_0V\gg1$, many particles contribute to $\bar\delta$ and it is Gaussian, so $\langle|\bar\delta|\rangle=\sqrt{2/\pi}\,\sigma$.

## A floor under the density

The total on a site satisfies $A_x+B_x\ge|A_x-B_x|$. The mean of an absolute value is at least the absolute value of the mean; applied at fixed initial positions and then averaged over them, this gives

$$2n\ge\langle|\bar\delta|\rangle
\;\Rightarrow\;
n\ge\frac12\sqrt{\frac2\pi}\sqrt{2n_0}\,(8\pi Dt)^{-3/4}
=\sqrt{\frac{n_0}{\pi}}\,(8\pi Dt)^{-3/4},$$

where the last forms use the late-time $\sigma$. The reaction rate does not appear. However efficient annihilation is, the density cannot stay on a $1/t$ curve, which would fall through this floor.

In $d$ dimensions the same steps give a floor proportional to $t^{-d/4}$. It lies above $1/t$ at late times when $d<4$, so three dimensions are on the anomalous side.

## A ceiling of the same power

A floor does not show that the density comes down to it. For that I use local rate equations,

$$\partial_ta=D\nabla^2a-kab,\qquad \partial_tb=D\nabla^2b-kab .$$

They apply mean field locally, while allowing the densities to vary in space. This is an approximation for particles. Within it, $\delta$ obeys the diffusion equation and has the variance found above. The total $s=a+b$ satisfies $4ab=s^2-\delta^2$, so adding the equations gives

$$\partial_ts=D\nabla^2s-\frac k2(s^2-\delta^2).$$

Average over space. The diffusion term integrates to zero, and $\langle s^2\rangle\ge\langle s\rangle^2$:

$$\frac{d\langle s\rangle}{dt}=-\frac k2\langle s^2-\delta^2\rangle\le-\frac k2\left(\langle s\rangle^2-\sigma^2\right).$$

Consider the trial curve $y=\sigma+2/(kt)$. With $\dot\sigma=-3\sigma/(4t)$,

$$\dot y=-\frac{3\sigma}{4t}-\frac{2}{kt^2},\qquad
-\frac k2(y^2-\sigma^2)=-\frac{2\sigma}{t}-\frac{2}{kt^2}.$$

The first expression is the larger. The curve therefore falls more slowly than the inequality would make $\langle s\rangle$ fall if the two touched. It also starts above $\langle s\rangle$, because it diverges at $t=0$. So $\langle s\rangle$ cannot cross it, and

$$\sqrt{\frac2\pi}\,\sigma\le\langle s\rangle\le\sigma+\frac2{kt}.$$

(Rate equations need an initial noise smoothed over small cells. Gaussian smoothing replaces $t$ by $t+t_0$ in $\sigma$, which makes $\sigma$ fall more slowly still, so the argument stands.)

The term $2/(kt)$ is the mean-field total. It dies faster than $\sigma\propto t^{-3/4}$, so both bounds end with the same power. The exponent is thereby settled for the rate equations.

## Segregation fixes the prefactor

The bounds still differ by a factor $\sqrt{\pi/2}$ at late times. To close the gap, note that $s\ge|\delta|$ implies

$$(s-|\delta|)^2\le(s-|\delta|)(s+|\delta|)=s^2-\delta^2 .$$

Now integrate the averaged equation from $t$ to $(1+\epsilon)t$. The density lost cannot exceed the density present:

$$\frac k2\int_t^{(1+\epsilon)t}\langle s^2-\delta^2\rangle\,dt'\le\langle s\rangle(t).$$

The mean of $\langle s^2-\delta^2\rangle$ over this window is thus at most $2\langle s\rangle(t)/(k\epsilon t)$, of order $t^{-7/4}$. Since a mean is no larger than the root of the mean square, the window mean of $\langle s-|\delta|\rangle$ is at most of order $t^{-7/8}$, which is smaller than $t^{-3/4}$.

Both $\langle s\rangle$ and $\langle|\delta|\rangle$ decrease. The value of $\langle s\rangle$ at the end of the window is therefore no larger than its window mean, which is at most $\langle|\delta|\rangle(t)$ plus the small term. Dividing by $\langle|\delta|\rangle$ at the end of the window shows that the late ratio $\langle s\rangle/\langle|\delta|\rangle$ is at most $(1+\epsilon)^{3/4}$. As $\epsilon$ can be chosen as small as desired, the ratio tends to 1 and

$$n(t)\to\sqrt{\frac{n_0}{\pi}}\,(8\pi Dt)^{-3/4}.$$

The statement $s\simeq|\delta|$ means that nearly every place holds one species alone. In a domain with majority density $|\delta|$, a minority carrier survives for about $1/(k|\delta|)\propto t^{3/4}$, which becomes short compared with $t$. The majority carriers then have no partners nearby. They must diffuse to a domain boundary, and the domains themselves grow as $\sqrt{Dt}$.

## Why the approach is slow

Annihilation continues in the walls between domains. Near a flat wall write $\delta=gx$. If the profile adjusts faster than $g$ changes, then

$$Ds''=\frac k2(s^2-g^2x^2).$$

Put $x=w\xi$ and $s=gwS$. The left side becomes $(Dg/w)S''$ and the right side $(k/2)g^2w^2(S^2-\xi^2)$. Choosing

$$w=\left(\frac{D}{kg}\right)^{1/3}\quad\text{gives}\quad S''=\tfrac12(S^2-\xi^2).$$

The solution that is symmetric and tends to $|\xi|$ has $c=\int(S-|\xi|)\,d\xi=1.90$. The excess of $s$ over $|\delta|$ per unit wall area is then $cgw^2=c\,g^{1/3}(D/k)^{2/3}$.

The wall area per volume is the average of $|\nabla\delta|$ times a Dirac function that selects $\delta=0$. For a homogeneous Gaussian field, $\delta$ and its gradient at one point are independent, and the probability density of $\delta=0$ is $1/(\sigma\sqrt{2\pi})$. Hence, to leading order in wall width over domain size,

$$\langle s-|\delta|\rangle=c\left(\frac Dk\right)^{2/3}\frac{\langle|\nabla\delta|^{4/3}\rangle}{\sigma\sqrt{2\pi}} .$$

The covariance of $\delta$ is $\sigma^2e^{-r^2/8Dt}$. Minus its second derivative at $r=0$ is the variance of each gradient component, $\gamma^2=\sigma^2/(4Dt)$. The Gaussian radial integral gives $\langle|\nabla\delta|^{4/3}\rangle=2^{2/3}\gamma^{4/3}\,\Gamma(13/6)/\Gamma(3/2)$. The excess thus varies as $\sigma^{1/3}t^{-2/3}\propto t^{-11/12}$. Relative to $\langle|\delta|\rangle$ it falls only as $t^{-1/6}$: a million times more time reduces it tenfold. Over a finite interval the apparent exponent is therefore steeper than $-3/4$.

## Two simulations

The first simulation follows particles on $80^3$ sites, with 100 of each species per site on average at the start and $D=1/4$ in units of spacing squared per step. The regression of the final difference on the smoothed initial noise has slope 1.002, as the ghost argument requires. At step 64 the density is 0.0736 per site, against 0.0180 from mean field with the lattice's own capture rate. The ratio of $\langle s\rangle$ to the floor falls from 1.27 at step 8 to 1.22 at step 64, and the fitted exponent between them is $-0.79$.

The second solves the rate equations on $64^3$ sites with $n_0=10^4$ and $D=k=1$ in lattice units. At $t=0.001$ the density agrees with mean field to 0.2%. At $t=10$ the mean total is 1.81. It lies between the floor $\langle|\delta|\rangle=1.62$ of this sample and a ceiling of 2.12, obtained by integrating the averaged inequality as an equality.

The wall excess in this run is 0.196, which is 19% above the formula's 0.165; doubling the late time step changes it by 0.3%. The formula is a leading-order average over many samples, and the run is one sample with walls about a fifth as wide as $\sqrt{4Dt}$. I have not separated these two causes.

The exponent fitted from $t=1$ to 10 is $-0.83$, steeper than wall corrections of this size suggest. The sample's $\langle|\delta|\rangle$ ends 10% below the ensemble value of 1.79. This would account for about $-0.04$ of the slope if the sample was typical at $t=1$, which was not recorded. The lattice adds about $-0.02$, because at $t=1$ it makes the smoothed noise 6% larger than the continuum formula gives. Such a short fit cannot establish $-3/4$; the two bounds do that.

## When the crossover comes

Equate the two laws, with $q=8\pi Dt$:

$$\frac1{Rq}=\sqrt{\frac{n_0}\pi}\,q^{-3/4}
\;\Rightarrow\;q^{1/4}=\frac1R\sqrt{\frac\pi{n_0}}
\;\Rightarrow\;q=\frac{\pi^2}{n_0^2R^4}.$$

Therefore

$$t_\times=\frac{\pi}{8Dn_0^2R^4},\qquad n_\times=\frac1{Rq}=\frac{n_0^2R^3}{\pi^2}.$$

Here $n_\times$ is the density at which the two limiting curves cross, a fraction $n_0R^3/\pi^2$ of the initial density. The actual density at $t_\times$ is higher: the bounds place it between $n_\times$ and $(1+\sqrt{\pi/2})\,n_\times=2.25\,n_\times$, and the rate equations give about $1.7\,n_\times$. In a dilute system almost all of them have gone before the new law appears.

Take round parameters in the rough regime of hopping carriers in a disordered oxide at 300 K: mobility $0.1\ \mathrm{cm^2/Vs}$ for both species, $n_0=10^{19}\ \mathrm{cm^{-3}}=0.01\ \mathrm{nm^{-3}}$ and $R=1$ nm, in a film 10 µm thick that is treated as bulk for now. The Einstein relation gives $D=0.1\times0.02585=2.585\times10^{-3}\ \mathrm{cm^2/s}$, or $2.585\times10^{11}\ \mathrm{nm^2/s}$. Then

$$t_\times=\frac{3.142}{8(2.585\times10^{11})(10^{-4})}\ \mathrm s=15\ \mathrm{ns},\qquad n_\times=\frac{10^{-4}}{9.87}\ \mathrm{nm^{-3}}=1.0\times10^{16}\ \mathrm{cm^{-3}}.$$

At $100\,t_\times=1.5\ \mathrm{\mu s}$, mean field predicts $1.0\times10^{14}\ \mathrm{cm^{-3}}$ and the segregated law $3.2\times10^{14}\ \mathrm{cm^{-3}}$. Their ratio is $100^{1/4}=3.2$. The leading-order wall formula adds 18%, giving about $3.8\times10^{14}\ \mathrm{cm^{-3}}$ and a local exponent of $-0.78$. This density is probably somewhat low: the walls are wider relative to the domains than in the rate-equation run above, where the formula already gave too small an excess.

The same number follows from counting. The length $\sqrt{8\pi Dt}$ is now 3.14 µm. A cube of that side began with $3.1\times10^8$ electrons and as many holes on average, with an rms imbalance of $2.5\times10^4$. Divided by the volume, $31\ \mathrm{\mu m^3}$, this is $\sigma=8.0\times10^{14}\ \mathrm{cm^{-3}}$. Multiplying by $\frac12\sqrt{2/\pi}=0.40$ gives $3.2\times10^{14}\ \mathrm{cm^{-3}}$. An initial imbalance of less than one part in ten thousand governs the late decay.

## Pairs born together

The result depends on electrons and holes being placed independently of one another. Suppose instead that each hole starts near its electron, with a Gaussian displacement of rms $\ell$ along each axis. At wave vector $\mathbf q$ a pair displaced by $\mathbf d$ contributes $|1-e^{i\mathbf q\cdot\mathbf d}|^2$, whose average is $2(1-e^{-q^2\ell^2/2})$. Diffusion multiplies this by $e^{-2Dq^2t}$. With $\int d^3q\,e^{-\alpha q^2}/(2\pi)^3=(4\pi\alpha)^{-3/2}$,

$$\sigma_{\rm pair}^2=2n_0\left[(8\pi Dt)^{-3/2}-(8\pi Dt+2\pi\ell^2)^{-3/2}\right]\to6\pi n_0\ell^2(8\pi Dt)^{-5/2}.$$

A direct lattice sample with $\ell=3$ and $Dt=3$ gave a variance 6% above the full formula. Once diffusion has carried carriers much farther than $\ell$, large regions are nearly neutral from the start. The remaining $|\delta|$ falls as $t^{-5/4}$, faster than $1/t$, and no longer obstructs mean field at late times. For $\ell=5$ nm in the example, $|\delta|$ at $100\,t_\times$ is 0.5% of its value for independent placement.

## Charge restores the mixture

Electrons and holes are charged, and a domain of one species has an electric field that pulls it apart. Let $\mathbf F=e\mathbf E/k_BT$, and let $r_c$ be the Onsager radius, at which the attraction energy of a pair equals $k_BT$ in size. Gauss's law reads $\nabla\cdot\mathbf F=4\pi r_c(b-a)=-4\pi r_c\delta$. The fluxes are $-D\nabla a-Da\mathbf F$ for electrons and $-D\nabla b+Db\mathbf F$ for holes. Subtracting the continuity equations, in which recombination cancels,

$$\partial_t\delta=D\nabla^2\delta+D\nabla\cdot(s\mathbf F)\simeq D\nabla^2\delta-4\pi Dr_cs\,\delta ,$$

where the last form is for a small imbalance on a uniform background $s=2n$. The attraction also changes the capture rate. Around one electron, let the steady hole density be $f(r)\,e^{r_c/r}$. The inward current, diffusion plus drift, is then $I=8\pi Dr^2e^{r_c/r}f'$. Solving for $f'$ and integrating from $R$, where $f=0$, to infinity, where $f=n$, gives $I=8\pi Dr_cn/(1-e^{-r_c/R})$. For a contact radius well inside $r_c$ this is $kn$ with $k=8\pi Dr_c$, and the extra decay rate of $\delta$ is then also $kn$. Its time integral under mean field is $\ln(1+kn_0t)$, so $\delta$ acquires the factor $1/(1+kn_0t)$. Initial noise then falls as $t^{-7/4}$ and the $1/t$ law is self-consistent. A nonlinear calculation of a weak plane wave, with $D=n_0=1$, $r_c=0.1$, wavelength 10 and $t=4$, gave a surviving fraction of 0.01865, equal to the prediction at this precision.

For relative permittivity 10 at 300 K, $r_c=5.6$ nm. At $100\,t_\times$ the factor on $\delta$ is about $2\times10^{-6}$, and the charged density is about $1.8\times10^{13}\ \mathrm{cm^{-3}}$, some 18 times below the noninteracting $3.2\times10^{14}$. These are estimates: at $n_0$ the carrier spacing, 4.6 nm, is below $r_c$, so the isolated-pair capture rate is not valid at the start.

## Beside a real oxide film

In amorphous oxide semiconductors used for transistors, electron mobilities are roughly $10\ \mathrm{cm^2/Vs}$, holes are far less mobile, and films are tens of nanometres thick. Equal mobilities and the 10 µm film assumed here are thus far from typical, and $n_0$ is high for photogenerated carriers.

Thickness matters because, once carriers have crossed a film of thickness $h$, the factor $(8\pi Dt)^{-3/2}$ in $\sigma^2$ becomes $(8\pi Dt)^{-1}/h$, and the floor falls as $t^{-1/2}$. The change comes near $8\pi Dt=h^2$: 15 µs for 10 µm, but 0.4 ns for 50 nm, before the three-dimensional crossover could occur. It is gradual. A reflecting surface doubles the variance of $\delta$ next to it, so in the 10 µm film the floor averaged over the thickness is already about 7% above the bulk formula at $100\,t_\times$, and 22% above it at 15 µs.

Traps are as severe if they remove carriers without ever filling up. With the same capture radius, a density of $2\times10^{14}\ \mathrm{cm^{-3}}$ already limits the carrier lifetime to $100\,t_\times$, and a larger density of such traps would end the decay sooner. Traps that hold only one carrier each would fill at this density, because the carriers outnumber them. Degeneracy is modest for the free-electron mass, where $n_0$ is 0.4 of the band density. For a third of that mass $n_0$ would be about twice the band density, and the Einstein relation used here would give too small a $D$ until the density had fallen.

Unequal diffusion lies outside the proof. With constants in the ratio 10:1 and their sum and $k$ held fixed, the rate equations, started from the same single sample, gave a density 19% higher at $t=10$ and a fitted exponent of $-0.88$. Both figures depend on the sample (about 16% and $-0.86$ for more typical initial noise), and the range is too short to decide the late law.

Real photocarriers should therefore not be expected to show the $-3/4$ decay. The derivation here covers neutral, independently placed species that diffuse equally and have no other way to disappear. The numerical output below lists the main values used here.

## Computed values

```
PARTICLE SIMULATION (lattice units)
box side 80, n0 per site 100, D 0.25
regression of difference on smoothed noise: 1.0022
exponent, steps 8 to 64: -0.791
s/<|delta|> at step 8: 1.265
s/<|delta|> at step 64: 1.219
n at step 64, per site: 0.0736
mean-field n at step 64, per site: 0.0180
RATE EQUATIONS (lattice units)
box side 64, n0 10000, D 1, k 1.0
n / mean-field n at t = 0.001: 1.0018
exponent, t = 1 to 10: -0.834
t = 10: lower bound <|delta|> = 1.616
t = 10: mean s = 1.812
t = 10: upper bound on s = 2.121
t = 10: rms delta = 2.003
t = 10: formula for <|delta|> = 1.788
wall constant c: 1.9025
wall excess, run: 0.1957, formula: 0.1646
wall excess, late step 0.25 for 0.125: 0.1963
10:1 diffusion constants: density ratio 1.191
10:1 diffusion constants: exponent -0.877
close pairs: variance, run/formula: 1.056
Coulomb wave survival, run: 0.018651
Coulomb wave survival, formula: 0.018651
WORKED EXAMPLE (rough disordered-oxide regime)
T 300 K, mobility 0.1 cm2/Vs, permittivity 10
n0 1.0e+19 cm^-3, R 1.0 nm, film 10 um
D: 2.585e-03 cm2/s
k: 6.497e-09 cm3/s
crossover time: 15.19 ns
crossover density: 1.013e+16 cm^-3
  1 t_cross: mean field 1.012e+16, segregated 1.013e+16 cm^-3
 10 t_cross: mean field 1.013e+15, segregated 1.802e+15 cm^-3
100 t_cross: mean field 1.013e+14, segregated 3.204e+14 cm^-3
At 100 crossover times:
time: 1.519 us
domain size sqrt(8 pi D t): 3.142 um
initial electrons in that cube: 3.101e+08
rms initial imbalance in it: 2.490e+04
relative wall excess: 0.184
local exponent with walls: -0.776
NEGLECTED EFFECTS
Onsager radius: 5.57 nm
Coulomb factor on delta at 100 t_cross: 1.82e-06
charged-carrier n then: 1.82e+13 cm^-3
pairs born 5 nm apart (rms per axis): delta factor 4.89e-03
film turns two-dimensional near: 15.4 us
trap density giving lifetime 100 t_cross: 2.03e+14 cm^-3
n0 / band density (free mass): 0.40
nominal free path (free mass): 0.0072 nm
```
